# Two proofs that 1/r is infinitesimally bounded by the Laplacian: verification in Python

```python
"""
Result under test (atomic units, three dimensions): for every a > 0 and psi in H^2,
    ||psi/r|| <= a ||Lap psi|| + (beta/a) ||psi||,   beta = 3^(5/6) / pi^(2/3).
Consequences for H = T + V, T = -Lap/2, V = -Z/r:
    ||V (T +- i mu)^(-1)|| <= 2 Z sqrt(beta/mu),   H >= -4 beta Z^2.
R is the radius splitting 1/r, K the wavenumber splitting the Fourier integral.
C is the smallest constant in ||psi/r||^2 <= C ||psi|| ||Lap psi||.
Radial functions are u = r psi; l is the angular momentum.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre

pi = np.pi
beta = 3 ** (5 / 6) / pi ** (2 / 3)
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
fourier = (2 * pi) ** -1.5


def ball(f, lower, upper):
    """Integral of a radial function over a shell in three dimensions."""
    return quad(lambda q: 4 * pi * q * q * f(q), lower, upper,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]


# --- Fourier splitting: packets that saturate each Cauchy-Schwarz estimate ---
for cut in (0.7, 3.0):
    low_ratio = fourier * ball(lambda k: 1.0, 0, cut) \
        / np.sqrt(ball(lambda k: 1.0, 0, cut))
    high_ratio = fourier * ball(lambda k: k ** -4, cut, np.inf) \
        / np.sqrt(ball(lambda k: k ** 4 * k ** -8, cut, np.inf))
    assert abs(low_ratio / (cut ** 1.5 / (pi * np.sqrt(6))) - 1) < 1e-7
    assert abs(high_ratio / (1 / (pi * np.sqrt(2 * cut))) - 1) < 1e-7

# --- best b at fixed a: numerical minimization against the closed form ---
a = 0.2


def coefficient_a(R, K):
    inner = np.sqrt(ball(lambda r: r ** -2 if r > 0 else 0.0, 0, R))
    return inner * fourier * np.sqrt(ball(lambda k: k ** -4, K, np.inf))


def coefficient_b(R):
    K = brentq(lambda q: coefficient_a(R, q) - a, 0.1, 100)
    inner = np.sqrt(ball(lambda r: r ** -2 if r > 0 else 0.0, 0, R))
    return 1 / R + inner * fourier * np.sqrt(ball(lambda k: 1.0, 0, K))


best = minimize_scalar(coefficient_b, bounds=(0.05, 1.0), method="bounded",
                       options={"xatol": 1e-7})
R = 3 ** (1 / 6) * pi ** (2 / 3) * a / 2
K = 2 * R / (pi * a * a)
b = beta / a
assert abs(best.fun / b - 1) < 1e-6
assert abs(best.x / R - 1) < 1e-3      # a minimum is flat in its argument

# --- hydrogen ground state followed through both splittings ---


def psi(r):
    return np.exp(-r) / np.sqrt(pi)


def psi_hat(k):
    return 2 * np.sqrt(2) / (pi * (1 + k * k) ** 2)


for k in (0.5, 2.0):
    direct = fourier * quad(lambda r: 4 * pi * r * np.sin(k * r) / k * psi(r),
                            0, 40, limit=200)[0]
    assert abs(direct - psi_hat(k)) < 1e-8

norm = np.sqrt(ball(lambda k: psi_hat(k) ** 2, 0, np.inf))
norm_lap = np.sqrt(ball(lambda k: k ** 4 * psi_hat(k) ** 2, 0, np.inf))
low = fourier * ball(psi_hat, 0, K)
high = fourier * ball(psi_hat, K, np.inf)
low_bound = K ** 1.5 / (pi * np.sqrt(6)) * norm
high_bound = norm_lap / (pi * np.sqrt(2 * K))
assert abs(norm - 1) < 1e-8 and abs(low + high - psi(0)) < 1e-7
assert low <= low_bound and high <= high_bound


def weighted(r):
    return (psi(r) / r) ** 2 if r > 0 else 0.0


inside = np.sqrt(ball(weighted, 0, R))
outside = np.sqrt(ball(weighted, R, 40))
inside_bound = np.sqrt(4 * pi * R) * (low_bound + high_bound)
outside_bound = norm / R
total = np.hypot(inside, outside)
right_side = a * norm_lap + b * norm
assert inside <= inside_bound and outside <= outside_bound
assert abs(inside_bound + outside_bound - right_side) < 1e-6
assert total <= right_side

# --- Laguerre basis: quadratic forms in each angular-momentum channel ---


def channel(l, size, scale=3.0):
    x, w = np.polynomial.laguerre.laggauss(60)
    P, D = [], []
    for n in range(size):
        alpha = 2 * l + 2
        q = eval_genlaguerre(n, alpha, x)
        q1 = -eval_genlaguerre(n - 1, alpha + 1, x) if n > 0 else 0 * x
        q2 = eval_genlaguerre(n - 2, alpha + 2, x) if n > 1 else 0 * x
        p = x ** (l + 1) * q
        p1 = (l + 1) * x ** l * q + x ** (l + 1) * q1
        lap = 2 * (l + 1) * x ** l * q1 + x ** (l + 1) * q2 - p1 + p / 4
        size_n = np.sqrt(np.sum(w * p * p))
        P.append(p / size_n)
        D.append(lap / size_n)
    P, D = np.array(P), np.array(D)
    overlap = (P * w) @ P.T / scale
    inv_r = (P * w / x) @ P.T
    inv_r2 = (P * w / x ** 2) @ P.T * scale
    lap2 = (D * w) @ D.T * scale ** 3
    kinetic = -0.5 * (P * w) @ D.T * scale
    assert np.allclose(kinetic, kinetic.T, atol=1e-7)
    return overlap, inv_r, inv_r2, lap2, (kinetic + kinetic.T) / 2


def largest(numerator, denominator):
    return eigh(numerator, denominator, eigvals_only=True)[-1]


C = []
for l in range(3):
    S, V1, V2, L2, T = channel(l, 24)
    C.append(2 * largest(V2, L2 + S))
    assert C[-1] <= 1 / (l + 0.5) ** 2 + 1e-9     # Hardy in channel l
    assert C[-1] <= 4 * beta
S, V1, V2, L2, T = channel(0, 16)
C_small = 2 * largest(V2, L2 + S)
assert abs(C_small / C[0] - 1) < 1e-3 and C[0] == max(C)
ratio_1s = total ** 2 / (norm * norm_lap)
assert ratio_1s <= C[0] + 1e-7

# --- resolvent estimates and spectrum for Z = 1 ---
S, V1, V2, L2, T = channel(0, 24)
mu = 6.0
resolvent_found = np.sqrt(largest(V2, L2 / 4 + mu ** 2 * S))
resolvent_real = np.sqrt(largest(V2, L2 / 4 + 2 * mu * T + mu ** 2 * S))
resolvent_bound = 2 * np.sqrt(beta / mu)
assert abs(resolvent_found / np.sqrt(C[0] / mu) - 1) < 1e-3
assert resolvent_real <= resolvent_found <= resolvent_bound < 1
ground = eigh(T - V1, S, eigvals_only=True)[0]
lower_bound = -4 * beta
assert abs(ground + 0.5) < 1e-8 and ground >= lower_bound

# --- square-integrable radial solution lying below the proved lower bound ---
mp.mp.dps = 30
false_energy = mp.mpf(-10)
nu = 1 / mp.sqrt(-2 * false_energy)


def u(r):
    return mp.whitw(nu, mp.mpf(1) / 2, 2 * r / nu)


point = mp.mpf("0.3")
residual = -mp.diff(u, point, 2) / 2 - u(point) / point - false_energy * u(point)
assert abs(residual) < 1e-8 and false_energy < lower_bound
u_origin = float(mp.rgamma(1 - nu))
assert abs(float(u(mp.mpf("1e-9"))) - u_origin) < 1e-6


def truncated(eps):
    t, w = np.polynomial.legendre.leggauss(60)
    lo, hi = np.log(eps), np.log(6.0)
    r = np.exp((hi - lo) / 2 * t + (hi + lo) / 2)
    w = w * (hi - lo) / 2
    u2 = np.array([float(u(mp.mpf(float(q)))) ** 2 for q in r])
    return np.sum(w * r * u2), np.sum(w * u2 / r)


norm2_false, fine = truncated(1e-5)
_, coarse = truncated(1e-3)
assert abs(1e-5 * fine / u_origin ** 2 - 1) < 0.01   # logarithmic corrections

# --- printed values ---
print(f"beta = {beta:.5f} (dimensionless)")
print(f"chosen a = {a:.2f} bohr")
print(f"splitting radius R = {R:.5f} bohr")
print(f"splitting wavenumber K = {K:.5f} 1/bohr")
print(f"b = beta/a = {b:.5f} 1/bohr")
print(f"b from numerical minimization = {best.fun:.5f} 1/bohr")
print(f"1s: ||Lap psi|| = {norm_lap:.5f} 1/bohr^2")
print(f"1s: psi(0) = {psi(0):.5f} bohr^(-3/2)")
print(f"1s: low-k part of psi(0) = {low:.5f}, bound {low_bound:.5f} bohr^(-3/2)")
print(f"1s: high-k part of psi(0) = {high:.5f}, bound {high_bound:.5f} bohr^(-3/2)")
print(f"1s: ||psi/r|| inside R = {inside:.5f}, bound {inside_bound:.5f} 1/bohr")
print(f"1s: ||psi/r|| outside R = {outside:.5f}, bound {outside_bound:.5f} 1/bohr")
print(f"1s: ||psi/r|| = {total:.5f} 1/bohr")
print(f"1s: a||Lap psi|| + b||psi|| = {right_side:.5f} 1/bohr")
print(f"proved constant 4 beta = {4 * beta:.5f} (dimensionless)")
print(f"1s ratio ||psi/r||^2/(||psi|| ||Lap psi||) = {ratio_1s:.5f}")
for l in range(3):
    print(f"largest ratio found, l = {l}, 24 functions: {C[l]:.4f}")
print(f"largest ratio found, l = 0, 16 functions: {C_small:.4f}")
print(f"mu = {mu:.1f} hartree")
print(f"||V(T+i mu)^-1||: proved bound {resolvent_bound:.4f}")
print(f"||V(T+i mu)^-1||: largest found, l = 0: {resolvent_found:.4f}")
print(f"||V(T+mu)^-1||: largest found, l = 0: {resolvent_real:.4f}")
print(f"proved lower bound = {lower_bound:.4f} hartree")
print(f"proved lower bound = {lower_bound * hartree_eV:.2f} eV")
print(f"computed lowest energy = {ground:.6f} hartree")
print(f"computed lowest energy = {ground * hartree_eV:.3f} eV")
print(f"false solution: energy = {float(false_energy):.1f} hartree")
print(f"false solution: u(0), Whittaker normalization = {u_origin:.5f}")
print(f"false solution: integral of u^2 = {norm2_false:.5f} bohr")
print(f"false: integral u^2/r^2 beyond 1e-3 bohr = {coarse:.4e} 1/bohr")
print(f"false: integral u^2/r^2 beyond 1e-5 bohr = {fine:.4e} 1/bohr")
print("all good")
```

Running it gives:

```
beta = 1.16458 (dimensionless)
chosen a = 0.20 bohr
splitting radius R = 0.25760 bohr
splitting wavenumber K = 4.09990 1/bohr
b = beta/a = 5.82288 1/bohr
b from numerical minimization = 5.82288 1/bohr
1s: ||Lap psi|| = 2.23607 1/bohr^2
1s: psi(0) = 0.56419 bohr^(-3/2)
1s: low-k part of psi(0) = 0.39558, bound 1.07878 bohr^(-3/2)
1s: high-k part of psi(0) = 0.16861, bound 0.24856 bohr^(-3/2)
1s: ||psi/r|| inside R = 0.89736, bound 2.38817 1/bohr
1s: ||psi/r|| outside R = 1.09305, bound 3.88192 1/bohr
1s: ||psi/r|| = 1.41421 1/bohr
1s: a||Lap psi|| + b||psi|| = 6.27009 1/bohr
proved constant 4 beta = 4.65830 (dimensionless)
1s ratio ||psi/r||^2/(||psi|| ||Lap psi||) = 0.89443
largest ratio found, l = 0, 24 functions: 1.1076
largest ratio found, l = 1, 24 functions: 0.2348
largest ratio found, l = 2, 24 functions: 0.1037
largest ratio found, l = 0, 16 functions: 1.1076
mu = 6.0 hartree
||V(T+i mu)^-1||: proved bound 0.8811
||V(T+i mu)^-1||: largest found, l = 0: 0.4296
||V(T+mu)^-1||: largest found, l = 0: 0.3333
proved lower bound = -4.6583 hartree
proved lower bound = -126.76 eV
computed lowest energy = -0.500000 hartree
computed lowest energy = -13.606 eV
false solution: energy = -10.0 hartree
false solution: u(0), Whittaker normalization = 0.83904
false solution: integral of u^2 = 0.13286 bohr
false: integral u^2/r^2 beyond 1e-3 bohr = 7.1408e+02 1/bohr
false: integral u^2/r^2 beyond 1e-5 bohr = 7.0483e+04 1/bohr
all good
```
